# The Rosen-Zener Transition Probability for a Sech-Shaped Coupling at Constant Gap

Two electronic states whose diabatic energies stay a distance \(\Delta\) apart are coupled for a time of order \(\tau\) by an interaction of peak strength \(V_0\). The problem contains the constants \(V_0\), \(\Delta\), \(\tau\) and \(\hbar\). A probability is a pure number, so it can depend only on their dimensionless combinations, for which we take

\[
\alpha=\frac{V_0\tau}{\hbar},\qquad \omega\tau=\frac{\Delta\,\tau}{\hbar},\qquad \omega=\frac{\Delta}{\hbar}.
\]

The first measures the action of the coupling, the second the phase that the two states accumulate against each other during the pulse. Symmetry says more. In the diabatic basis the Hamiltonian is

\[
H(t)=\begin{pmatrix}\Delta/2 & V(t)\\ V(t) & -\Delta/2\end{pmatrix},\qquad V(t)=V_0\,\mathrm{sech}(t/\tau),\qquad \tau>0 .
\]

Here \(\Delta\) is the full diabatic gap and \(V_0\) is the full off-diagonal element. In terms of a Rabi frequency \(\Omega_0\), defined by writing the off-diagonal element as \(\hbar\Omega_0/2\), we have \(V_0=\hbar\Omega_0/2\).

Let \(U\) be the evolution operator from \(-T\) to \(T\). Because \(H\) is real and even in time, \(\psi^*(-t)\) solves the Schrödinger equation whenever \(\psi(t)\) does. Hence \(U\psi^*(T)=\psi^*(-T)\), so that \(UU^*=1\). Combined with unitarity this gives \(U^*=U^\dagger\), which means that \(U\) is symmetric. Because \(H\) has zero trace, \(\det U=1\), and a unitary matrix of unit determinant has \(U_{12}=-U_{21}^*\). The two statements together make \(U_{21}\) purely imaginary:

\[
U_{21}=-i f(\alpha,\omega\tau),\qquad f\ \text{real}.
\]

Changing the sign of the second basis vector changes \(V_0\) into \(-V_0\) and \(U_{21}\) into \(-U_{21}\), so \(f\) is odd in \(\alpha\). Exchanging the basis vectors changes \(\Delta\) into \(-\Delta\) and \(U_{21}\) into \(U_{12}=U_{21}\), so \(f\) is even in \(\omega\tau\). The probability is therefore the square of one real function, which may pass through zero and change sign.

At \(\Delta=0\) this function follows at once. The sum and difference of the two amplitudes then evolve separately, with energies \(+V\) and \(-V\), and a start in state 1 gives \(U_{21}=-i\sin(\int V\,dt/\hbar)\). The function \(2\arctan e^{x}\) has derivative \(2e^x/(1+e^{2x})=\mathrm{sech}\,x\) and rises from \(0\) to \(\pi\), so \(\int V\,dt=\pi V_0\tau\) and

\[
f(\alpha,0)=\sin\pi\alpha .
\]

The dependence on the gap requires the equations of motion. Let \(a_1,a_2\) be the diabatic amplitudes, and remove the phases of the constant energies by \(a_1=c_1e^{-i\omega t/2}\), \(a_2=c_2e^{i\omega t/2}\). The diagonal terms cancel, leaving

\[
i\hbar\dot c_1=V e^{i\omega t}c_2,\qquad i\hbar\dot c_2=V e^{-i\omega t}c_1 .
\]

The system starts with \(c_1=1\), \(c_2=0\) at \(t\to-\infty\). The removed phases at \(-T\) and \(T\) cancel in the transition amplitude, so \(c_2(\infty)\) is the limit of \(U_{21}\), and the probability sought is \(P=|c_2(\infty)|^2\).

The same motion can be viewed in the adiabatic basis. For \(\Delta>0\) define \(W=\sqrt{\Delta^2+4V^2}\) and an angle \(\theta\) by \(W\cos2\theta=\Delta\), \(W\sin2\theta=2V\). The eigenvectors with energies \(\pm W/2\) are \(u_+=(\cos\theta,\sin\theta)\) and \(u_-=(-\sin\theta,\cos\theta)\). The adiabatic gap \(W\) is not constant: it grows from \(\Delta\) at early times to \(\sqrt{\Delta^2+4V_0^2}\) at \(t=0\) and shrinks back to \(\Delta\). Neither pair of energy curves crosses, and there is no avoided crossing at which \(W\) has a local minimum.

Since \(\dot u_+=\dot\theta u_-\) and \(\dot u_-=-\dot\theta u_+\), the amplitudes \(b_\pm\) in this basis obey

\[
\dot b_+=-\frac{iW}{2\hbar}b_++\dot\theta\,b_-,\qquad
\dot b_-=\frac{iW}{2\hbar}b_--\dot\theta\,b_+ .
\]

Differentiating \(\theta=\tfrac12\arctan(2V/\Delta)\) gives the nonadiabatic coupling

\[
\dot\theta=\frac12\,\frac{2\dot V/\Delta}{1+4V^2/\Delta^2}=\frac{\Delta\,\dot V}{\Delta^2+4V^2}.
\]

For \(V_0>0\) it is positive while the interaction rises and negative while it falls, and its time integral is zero. If the relative phase of the adiabatic states did not advance, the two lobes would be opposite rotations and would undo each other. A net transition thus requires the relative phase, which advances at the rate \(W/\hbar\), to change while \(\dot\theta\) acts. At both ends \(\theta\to0\), and the adiabatic states coincide with the diabatic ones. For \(\Delta\neq0\), therefore, \(P\) is also the net probability of a nonadiabatic transition. At \(\Delta=0\) this identification fails: the adiabatic states are then fixed equal mixtures of the diabatic ones, and \(P\) describes diabatic transfer only.

To solve the problem, return to \(c_2\). Differentiate its equation of motion, which brings in \(\dot V/V-i\omega\) from the prefactor, and insert \(\dot c_1=Ve^{i\omega t}c_2/(i\hbar)\):

\[
\ddot c_2=\left(\frac{\dot V}{V}-i\omega\right)\dot c_2+\frac{Ve^{-i\omega t}}{i\hbar}\,\frac{Ve^{i\omega t}}{i\hbar}\,c_2 ,
\]

\[
\ddot c_2-\left(\frac{\dot V}{V}-i\omega\right)\dot c_2+\frac{V^2}{\hbar^2}c_2=0 .
\]

The sech shape becomes algebraic in the variable

\[
z=\tfrac12\left[1+\tanh(t/\tau)\right],
\]

which runs from 0 to 1. From \(4z(1-z)=1-\tanh^2(t/\tau)=\mathrm{sech}^2(t/\tau)\) we obtain

\[
V=2V_0\sqrt{z(1-z)},\qquad \dot z=\frac{2z(1-z)}{\tau},\qquad \frac{\dot V}{V}=-\frac{\tanh(t/\tau)}{\tau}=\frac{1-2z}{\tau}.
\]

With a prime for \(d/dz\), the chain rule gives

\[
\dot c_2=\frac{2z(1-z)}{\tau}c_2',\qquad
\ddot c_2=\frac{4z^2(1-z)^2}{\tau^2}c_2''+\frac{4z(1-z)(1-2z)}{\tau^2}c_2' .
\]

Insert these and divide by \(4z(1-z)/\tau^2\). The coefficient of \(c_2'\) becomes \((1-2z)-\tfrac12(1-2z)+\tfrac{i}{2}\omega\tau\), and that of \(c_2\) becomes \(V_0^2\tau^2/\hbar^2=\alpha^2\). Writing

\[
y=\frac{\omega\tau}{2},\qquad \gamma=\frac12-iy,
\]

we have

\[
z(1-z)c_2''+(1-\gamma-z)c_2'+\alpha^2c_2=0 .
\]

Near \(z=0\) a trial solution \(z^s\) requires \(s(s-1)+(1-\gamma)s=0\), so \(s=0\) or \(s=\gamma\). The first solution tends to a nonzero constant and would mean that state 2 was populated initially. The second has modulus \(z^{1/2}\) at leading order and vanishes, as it should. We therefore set \(c_2=Kz^\gamma g(z)\) with \(g(0)=1\). Substitution gives

\[
z(1-z)g''+\left[2\gamma(1-z)+1-\gamma-z\right]g'
+\left[\frac{\gamma(\gamma-1)(1-z)}{z}+\frac{\gamma(1-\gamma-z)}{z}+\alpha^2\right]g=0 .
\]

The \(1/z\) terms in the last bracket cancel, and its remainder is \(-\gamma(\gamma-1)-\gamma+\alpha^2=\alpha^2-\gamma^2\). Hence

\[
z(1-z)g''+\left[1+\gamma-(2\gamma+1)z\right]g'-(\gamma^2-\alpha^2)g=0 .
\]

This is the hypergeometric equation \(z(1-z)g''+[c-(a+b+1)z]g'-ab\,g=0\) with

\[
a=\gamma-\alpha,\qquad b=\gamma+\alpha,\qquad c=1+\gamma .
\]

Inserting \(g=\sum g_nz^n\) and collecting the coefficient of \(z^n\) gives \((n+1)(n+c)g_{n+1}=(n+a)(n+b)g_n\). The solution with \(g_0=1\) is thus

\[
g=F(a,b;c;z)=\sum_{n=0}^\infty\frac{(a)_n(b)_n}{(c)_n\,n!}z^n,\qquad (a)_n=a(a+1)\cdots(a+n-1),\quad (a)_0=1 .
\]

The constant \(K\) follows from the first-order equation at early times, when \(c_1\to1\). Since \(z/(1-z)=e^{2t/\tau}\), we have \(e^{-i\omega t}=[z/(1-z)]^{-iy}\to z^{-iy}\), while \(V\to2V_0z^{1/2}\). Then \(i\hbar\dot c_2=Ve^{-i\omega t}c_1\) becomes

\[
i\hbar\,\frac{2z}{\tau}\,K\gamma z^{\gamma-1}=2V_0z^{1/2-iy}=2V_0z^{\gamma},
\qquad K=-\frac{i\alpha}{\gamma}.
\]

At every time, therefore,

\[
c_2=-\frac{i\alpha}{\gamma}\,z^\gamma F(\gamma-\alpha,\gamma+\alpha;1+\gamma;z),
\]

and the final amplitude needs \(F\) at \(z=1\). Take first \(|\alpha|<\tfrac12\), so that the real parts of \(a\), \(b\) and \(c-b=1-\alpha\) are positive. Expanding \((1-zu)^{-a}=\sum(a)_nz^nu^n/n!\) and integrating each term with the beta integral \(\int_0^1u^{p-1}(1-u)^{q-1}du=\Gamma(p)\Gamma(q)/\Gamma(p+q)\) reproduces the series, because \(\Gamma(b+n)=(b)_n\Gamma(b)\):

\[
F(a,b;c;z)=\frac{\Gamma(c)}{\Gamma(b)\Gamma(c-b)}\int_0^1u^{b-1}(1-u)^{c-b-1}(1-zu)^{-a}\,du .
\]

As \(z\to1\) the last factor is bounded in modulus by \((1-u)^{-\mathrm{Re}\,a}\). The integrand stays integrable, since \(\mathrm{Re}(c-a-b)=\mathrm{Re}(1-\gamma)=\tfrac12\). A second beta integral gives Gauss's sum,

\[
F(a,b;c;1)=\frac{\Gamma(c)\Gamma(c-a-b)}{\Gamma(c-a)\Gamma(c-b)}
=\frac{\Gamma(1+\gamma)\Gamma(1-\gamma)}{\Gamma(1+\alpha)\Gamma(1-\alpha)} .
\]

The restriction on \(\alpha\) can now be dropped. The terms of the series at \(z=1\) fall as \(n^{-3/2}\), uniformly for \(\alpha\) in any bounded region. Both sides are therefore analytic in \(\alpha\), and their equality on an interval extends to all \(\alpha\).

The reflection formula \(\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s\), with \(\Gamma(1+s)=s\Gamma(s)\), turns the numerator into \(\pi\gamma/\sin\pi\gamma\) and the denominator into \(\pi\alpha/\sin\pi\alpha\). The factors \(\gamma\) and \(\alpha\) cancel those in \(K\), and \(\sin\pi\gamma=\sin(\pi/2-i\pi y)=\cosh\pi y\). The result is

\[
c_2(\infty)=-i\,\frac{\sin\pi\alpha}{\cosh\pi y},
\qquad
P=\sin^2\!\left(\frac{\pi V_0\tau}{\hbar}\right)\mathrm{sech}^2\!\left(\frac{\pi\Delta\tau}{2\hbar}\right).
\]

The amplitude is imaginary, odd in \(V_0\) and even in \(\Delta\), as symmetry demanded, and at \(\Delta=0\) it reduces to \(-i\sin\pi\alpha\).

The surviving amplitude provides a check through unitarity. Its equation follows from that of \(c_2\) by \(\omega\to-\omega\), which replaces \(1-\gamma\) by \(\gamma\):

\[
z(1-z)c_1''+(\gamma-z)c_1'+\alpha^2c_1=0 .
\]

The solution regular at \(z=0\) is \(F(\alpha,-\alpha;\gamma;z)\). The other behaves as \(z^{1-\gamma}\). It vanishes at \(z=0\), but through \(i\hbar\dot c_1=Ve^{i\omega t}c_2\) it implies an initial \(|c_2|=|1-\gamma|/|\alpha|\), so it is excluded too. For \(0<\alpha<\tfrac12\) take \(a=-\alpha\), \(b=\alpha\), \(c=\gamma\) in the integral representation. The real parts of \(b\) and \(c-b\) are positive, the factor \((1-zu)^{\alpha}\) is bounded by 1, and \(\mathrm{Re}(c-a-b)=\tfrac12\), so the same limit \(z\to1\) and the same continuation in \(\alpha\) apply. Gauss's sum then gives \(c_1(\infty)=\Gamma(\gamma)^2/[\Gamma(\gamma-\alpha)\Gamma(\gamma+\alpha)]\). Since \(\gamma^*=1-\gamma\), the reflection formula yields \(|\Gamma(\gamma)|^2=\pi/\cosh\pi y\) and \(|\Gamma(\gamma-\alpha)\Gamma(\gamma+\alpha)|^2=\pi^2/|\cos\pi(\alpha+iy)|^2\). Therefore

\[
|c_1(\infty)|^2=\frac{\cos^2\pi\alpha\cosh^2\pi y+\sin^2\pi\alpha\sinh^2\pi y}{\cosh^2\pi y}
=1-\frac{\sin^2\pi\alpha}{\cosh^2\pi y}=1-P .
\]

The two factors of \(P\) have separate meanings. The sine contains the time integral of the coupling; at \(\Delta=0\) it describes the complete cycling of population between the states. The sech contains the gap and limits the final transfer: \(P\le\mathrm{sech}^2(\pi\Delta\tau/2\hbar)\), however strong the coupling. The bound does not hold during the pulse: for \(\alpha=1\), \(\omega\tau=1\) the population of diabatic state 2 reaches 0.50 at \(t=0\), while the bound on the final value is 0.16.

For weak coupling, \(\pi|\alpha|\ll1\), the sine may be replaced by its argument. Direct integration of the equation for \(c_2\) with \(c_1=1\) gives the same first-order amplitude as a Fourier integral, and comparison shows that

\[
-i\alpha\int_{-\infty}^{\infty}\mathrm{sech}(x)\,e^{-i\omega\tau x}\,dx=-i\pi\alpha\,\mathrm{sech}\!\left(\frac{\pi\omega\tau}{2}\right).
\]

The sech factor in \(P\) is thus the spectral content of the pulse at the transition frequency. For this pulse it is not altered by higher orders in \(V_0\).

For slow passage, \(\pi|\Delta|\tau/\hbar\gg1\), the probability becomes

\[
P\simeq4\sin^2(\pi\alpha)\,e^{-\pi|\Delta|\tau/\hbar}.
\]

The system then follows its adiabatic state and returns to diabatic state 1. For fast passage at fixed \(V_0\) and \(\Delta\), \(P\to(\pi V_0\tau/\hbar)^2\), which also tends to zero, because the coupling has no time to act.

Consider a model with \(\Delta=0.10\) eV, \(V_0=0.04\) eV and \(\tau=5\) fs. With \(\hbar=0.6582\) eV fs,

\[
\alpha=\frac{0.04\times5}{0.6582}=0.3039,\qquad \omega\tau=\frac{0.10\times5}{0.6582}=0.7596,
\]

\[
P=0.6660\times0.3085=0.205 .
\]

Propagation of the Schrödinger equation in the diabatic basis and in the adiabatic basis gives the same value. The first-order estimate is \(0.281\), too large by 37% of the exact probability, so this coupling is not weak. The adiabatic gap varies only between 0.100 and 0.128 eV, and the nonadiabatic coupling at \(t=-\tau\) is \(\dot\theta=0.031\) rad/fs.

During the pulse the populations depend on the basis:

| \(t/\tau\) | diabatic state 2 | lower adiabatic state |
|---:|---:|---:|
| −3 | 0.0006 | 0.0010 |
| −1 | 0.028 | 0.033 |
| 0 | 0.127 | 0.056 |
| 1 | 0.237 | 0.082 |
| 2 | 0.248 | 0.167 |
| 3 | 0.225 | 0.207 |
| 30 | 0.205 | 0.205 |

The diabatic population overshoots its final value. Since \(a_2=b_+\sin\theta+b_-\cos\theta\), it contains terms in \(\sin\theta\) that disappear with the coupling: at \(t=2\tau\) the value 0.248 consists of 0.009 from the upper adiabatic state, 0.165 from the lower, and 0.074 from their interference. At early times, however, the adiabatic population is the larger. The reason is found from the leading tail \(V\propto e^{t/\tau}\). Integrating the equation for \(c_2\) with \(c_1=1\) gives

\[
\frac{a_2}{a_1}\simeq-\frac{iV\tau/\hbar}{1-i\omega\tau} .
\]

The lower adiabatic amplitude is \(b_-\simeq a_2-(V/\Delta)a_1\), so that

\[
\frac{b_-}{a_1}\simeq-\frac{V}{\Delta}\,\frac{i\omega\tau+(1-i\omega\tau)}{1-i\omega\tau}
=-\frac{V}{\Delta}\,\frac{1}{1-i\omega\tau},
\qquad
\frac{|b_-|^2}{|a_2|^2}\simeq\frac{1}{(\omega\tau)^2}.
\]

Here \(\omega\tau<1\): the coupling rises too quickly for the state to follow the adiabatic vector, and until about \(t=-0.8\tau\) it stays closer to diabatic state 1.

Holding \(V_0\) and \(\Delta\) fixed and changing \(\tau\) changes both factors. The probability is 0.034 at 1 fs, 0.111 at 2 fs, 0.205 at 5 fs, 0.030 at 10 fs and \(1.1\times10^{-4}\) at 20 fs. For \(V_0,\Delta>0\), setting the derivative of \(\ln|c_2(\infty)|\) with respect to \(\tau\) to zero gives the condition for the best duration,

\[
V_0\cot\frac{\pi V_0\tau}{\hbar}=\frac{\Delta}{2}\tanh\frac{\pi\Delta\tau}{2\hbar}.
\]

On the first lobe of the sine, \(0<\tau<\hbar/V_0\), the left side falls from \(+\infty\) to \(-\infty\) while the right side rises, so there is one solution, and it is a maximum. A later lobe repeats the same values of \(\sin^2\) with a smaller sech, so this maximum is the largest. In the example it lies at \(\tau=4.2\) fs with \(P=0.216\). It comes before the sine reaches its peak, because lengthening the pulse also reduces the sech factor.

At \(\tau=\hbar/V_0=16.5\) fs, where \(\alpha=1\), the system returns completely to state 1. The formula predicts such a return at every nonzero integer \(\alpha\), whatever the gap. This is not a property of all pulses. With \(\alpha=1\) and \(\omega\tau=0.7596\), a Gaussian coupling \(V_0\sqrt\pi\,e^{-t^2/\tau^2}\), which has the same time integral, leaves a probability of 0.0036 in state 2, whereas the sech pulse, propagated from \(-30\tau\) to \(30\tau\), leaves less than \(10^{-25}\), a residue of the finite time window and the integration error. The integral of the coupling alone determines the outcome at \(\Delta=0\), but not in general at a finite gap.

The formula therefore applies to this pulse shape, with a constant diabatic gap, two states and coherent evolution. In a molecular collision it also presumes that the nuclei follow a prescribed path, so that \(V\) is a given function of time. This requires a nuclear kinetic energy large compared with \(\Delta\) and \(V_0\), so that the electronic transition hardly changes the motion. If the gap varies during the encounter, if a third state takes part, or if the relative phase is disturbed by an environment, the equations solved here no longer describe the system. The numerical check checks the final amplitudes for several couplings and both signs of the gap, and the amplitudes at finite times against an equivalent hypergeometric form.

## Computed values

```
MODEL PARAMETERS
hbar = 0.658212 eV fs
Delta = 0.10 eV, V0 = 0.04 eV, tau = 5.0 fs
alpha = V0 tau/hbar = 0.30385
Delta tau/hbar = 0.75963
FINAL STATE
sin^2 factor = 0.665976
sech^2 factor = 0.308478
P, formula = 0.20543898
P, diabatic propagation = 0.20543898
P, adiabatic propagation = 0.20543898
c1 final = 0.860657 -0.232015 i
c2 final = -0.000000 -0.453254 i
P, first order in V0 = 0.281095
largest error of final amplitudes, 7 cases = 1.3e-12
ADIABATIC PICTURE
smallest adiabatic gap = 0.100000 eV
largest adiabatic gap, at t=0 = 0.128062 eV
theta rate at t=-tau = 0.031120 rad/fs
POPULATIONS: t/tau, diabatic state 2, adiabatic lower state
 -3.0  0.000579  0.000995
 -2.0  0.004222  0.006861
 -1.0  0.028389  0.033273
  0.0  0.126586  0.056415
  1.0  0.236783  0.082225
  2.0  0.247717  0.166518
  3.0  0.225197  0.207338
 30.0  0.205439  0.205439
SCAN AT FIXED V0, Delta: tau (fs), P formula, P propagated
  1.0  3.4033e-02  3.4033e-02
  2.0  1.1147e-01  1.1147e-01
  5.0  2.0544e-01  2.0544e-01
 10.0  2.9593e-02  2.9593e-02
 20.0  1.1215e-04  1.1215e-04
most effective tau = 4.2293 fs, P = 0.216150
first complete return at tau = 16.4553 fs
EQUAL AREA, alpha=1, Delta tau/hbar as in the example
P after sech pulse = 3.9e-26
P after Gaussian sqrt(pi) exp(-t^2/tau^2) = 0.003566
```
